**Quantum capacitance of a one-electron double dot**

The program tests $C_q=(e\alpha)^2/(4t)$ for the ground state at zero detuning, where $t$ is the off-diagonal tunnel coupling, $\alpha$ the differential lever arm and $e$ the elementary charge. For $t=10$ µeV and $\alpha=0.1$ the output gives 40.05 aF. It asserts that this formula agrees with the numerical curvature of the diagonalized level, with second-order perturbation theory, and with the gate charge of an explicit capacitor network after the geometric part is subtracted. The network also confirms that the lever arm found from energies equals the one found from gate charge. Further assertions cover the peak's shape, width and area, the opposite sign for the excited state, and the corrections for temperature, probe frequency and probe amplitude. The effects of detuning noise and of an excited valley are sized numerically. With all the rough operating values together, the estimate falls to about 36 aF.

## Program and output

```python
"""
Ground-state quantum capacitance of one electron in a double quantum dot.
Result under test: C_q = (e*alpha)^2 / (4*t) at zero detuning.
  H = (eps/2) sigma_z + t sigma_x in the basis (left, right)
  eps   detuning E_left - E_right = e*alpha*V   (micro-eV)
  t     off-diagonal tunnel coupling, gap 2t    (micro-eV)
  alpha differential lever arm, right minus left (dimensionless)
  V     gate voltage measured from zero detuning
Energies are in micro-eV, capacitances in aF, charges in aC.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

t = 10.0
alpha = 0.1
gap = 2 * t
e_aC = const.e * 1e18
kB = const.k / const.e * 1e6      # micro-eV per kelvin
h_GHz = const.h / const.e * 1e15  # micro-eV per GHz
sz = np.diag([1.0, -1.0])
sx = np.array([[0.0, 1.0], [1.0, 0.0]])


def hamiltonian(eps):
    return 0.5 * eps * sz + t * sx


def level(eps, k=0):
    return np.linalg.eigvalsh(hamiltonian(eps))[k]


def second_derivative(f, x, h=0.5):
    return (-f(x + 2*h) + 16*f(x + h) - 30*f(x)
            + 16*f(x - h) - f(x - 2*h)) / (12 * h**2)


def to_aF(curvature):
    """Capacitance from -d2E/deps2 given in 1/micro-eV."""
    return e_aC * alpha**2 * curvature * 1e6


def right_probability(eps):
    vectors = np.linalg.eigh(hamiltonian(eps))[1]
    return vectors[1, 0]**2


# Derived formulas
C_formula = e_aC * alpha**2 / (4 * t * 1e-6)


def peak_shape(eps):
    return (1 + (eps / gap)**2)**-1.5


# Capacitance from curvature of the numerically diagonalized levels
C_diag = to_aF(-second_derivative(level, 0.0))
C_excited = to_aF(-second_derivative(lambda x: level(x, 1), 0.0))
assert abs(C_diag / C_formula - 1) < 1e-5
assert abs(C_excited / C_formula + 1) < 1e-5
for eps in (-25.0, 7.0, 15.0):
    numeric = to_aF(-second_derivative(level, eps))
    assert abs(numeric / (C_formula * peak_shape(eps)) - 1) < 1e-4
assert abs(C_formula - 40) < 0.5

# Second-order perturbation theory with numerical eigenvectors
energies, states = np.linalg.eigh(hamiltonian(0.0))
matrix_element = abs(states[:, 1] @ (0.5 * sz) @ states[:, 0])
C_perturbation = to_aF(2 * matrix_element**2 / (energies[1] - energies[0]))
assert abs(C_perturbation / C_formula - 1) < 1e-10

# Electrostatic network: gate-dot, dot-ground and interdot capacitors (aF)
C_gate = np.array([1.0, 2.2])
C_ground = np.array([7.0, 5.8])
C_mutual = 2.0
C_matrix = np.diag(C_gate + C_ground + C_mutual) - C_mutual * sx


def network(n_left, n_right, V):
    """Energy at fixed gate voltage (eV) and gate charge (aC)."""
    q = -e_aC * np.array([n_left, n_right])
    phi = np.linalg.solve(C_matrix, q + C_gate * V)
    field = 0.5 * (C_gate @ (V - phi)**2 + C_ground @ phi**2
                   + C_mutual * (phi[0] - phi[1])**2)
    gate_charge = C_gate @ (V - phi)
    return (field - V * gate_charge) / e_aC, gate_charge


def network_detuning(V):
    return (network(1, 0, V)[0] - network(0, 1, V)[0]) * 1e6


def mean_gate_charge(V):
    p = right_probability(network_detuning(V))
    return (1 - p) * network(1, 0, V)[1] + p * network(0, 1, V)[1]


dV = 1e-6
lever_energy = (network_detuning(1e-3) - network_detuning(-1e-3)) / 2e3
lever_charge = (network(0, 1, 0)[1] - network(1, 0, 0)[1]) / e_aC
slope_F = (network(1, 0, 1e-3)[0] - network(1, 0, -1e-3)[0]) / 2e-3
assert abs(-slope_F * e_aC - network(1, 0, 0)[1]) < 1e-8
assert abs(network_detuning(0.0)) < 1e-6
assert abs(lever_energy - alpha) < 1e-8
assert abs(lever_charge - lever_energy) < 1e-8
C_total = (mean_gate_charge(dV) - mean_gate_charge(-dV)) / (2 * dV)
C_geo = (network(1, 0, dV)[1] - network(1, 0, -dV)[1]) / (2 * dV)
C_network = C_total - C_geo
assert abs(C_network / C_formula - 1) < 1e-4
E_mutual = (network(1, 1, 0)[0] + network(0, 0, 0)[0]
            - network(1, 0, 0)[0] - network(0, 1, 0)[0]) * 1e3

# Width and area of the capacitance peak
half = brentq(lambda x: to_aF(-second_derivative(level, x))
              - 0.5 * C_diag, 1.0, 60.0)
width = 2 * half
assert abs(width / (4*t*np.sqrt(2**(2/3) - 1)) - 1) < 1e-4
grid = np.arange(-2000.0, 2001.0, 2.0)
curve = np.array([-second_derivative(level, x) for x in grid])
area = alpha * np.sum(0.5 * (curve[1:] + curve[:-1])) * 2.0
# the finite range leaves out a relative tail of about 5e-5
assert abs(area / alpha - 1) < 2e-4

# Temperature: free-energy curvature, populations always in equilibrium
def free_energy(eps, T):
    E = np.linalg.eigvalsh(hamiltonian(eps))
    return E[0] - kB*T*np.log(np.sum(np.exp(-(E - E[0]) / (kB*T))))


def thermal_factor(T):
    curvature = -second_derivative(lambda x: free_energy(x, T), 0.0)
    return to_aF(curvature) / C_diag


T = 0.05
for temperature in (T, 0.1, 0.3):
    boltzmann = np.exp(-energies / (kB * temperature))
    frozen = (boltzmann[0] - boltzmann[1]) / boltzmann.sum()
    numeric = thermal_factor(temperature)
    assert abs(numeric - np.tanh(t / (kB*temperature))) < 1e-4
    assert abs(numeric - frozen) < 1e-4
factor_T = thermal_factor(T)
factor_100mK = thermal_factor(0.1)

# Probe frequency: integrate the driven spin in time units hbar/(2t)
f_GHz = 0.5
ratio = h_GHz * f_GHz / gap
period = 2 * np.pi / ratio
ramp_time = 8 * period
drive = 0.01


def detuning_drive(time):
    ramp = np.sin(0.5*np.pi*min(time / ramp_time, 1.0))**2
    return drive * ramp * np.cos(ratio * time)


def precession(time, s):
    x = detuning_drive(time)
    return [-x * s[1], x * s[0] - s[2], s[1]]


times = ramp_time + 4 * period * np.arange(4000) / 4000
solution = solve_ivp(precession, (0, ramp_time + 4*period),
                     [-1.0, 0.0, 0.0], method="DOP853", t_eval=times,
                     rtol=1e-9, atol=1e-11)
assert solution.success
factor_f = 2*np.mean(-solution.y[2] * np.cos(ratio*times)) / drive
# finite drive and finite ramp leave errors of order 1e-4
assert abs(factor_f - 1 / (1 - ratio**2)) < 5e-4

# Probe amplitude: fundamental component of the adiabatic response
V_probe = 50.0
eps_probe = alpha * V_probe
angles = 2 * np.pi * np.arange(200) / 200
charge = np.array([right_probability(eps_probe*np.cos(a)) for a in angles])
factor_A = 2*np.mean(charge * np.cos(angles)) / (eps_probe / (4*t))
# the next term of the expansion is about 1e-3
assert abs(factor_A - (1 - 0.375*(eps_probe/gap)**2)) < 1.5e-3

# Slow Gaussian detuning noise
sigma = 5.0
nodes, weights = np.polynomial.hermite.hermgauss(40)
noisy = sum(w * -second_derivative(level, np.sqrt(2)*sigma*u)
            for u, w in zip(nodes, weights)) / np.sqrt(np.pi)
factor_noise = to_aF(noisy) / C_diag
average = quad(lambda x: peak_shape(x) * np.exp(-x**2/(2*sigma**2)),
               -10*sigma, 10*sigma)[0] / (sigma*np.sqrt(2*np.pi))
assert abs(factor_noise - average) < 1e-4

# Valley states: equal splitting, different valley phase in the two dots
E_valley = 200.0
phase = np.pi / 2
t_bare = t / np.cos(phase / 2)


def valley_block(angle):
    c = 0.5 * E_valley * np.exp(1j * angle)
    return np.array([[0, c], [np.conj(c), 0]])


left_valley = np.linalg.eigh(valley_block(0.0))[1]
right_valley = np.linalg.eigh(valley_block(phase))[1]
overlaps = abs(left_valley.conj().T @ right_valley)
t_like, t_unlike = t_bare * overlaps[0, 0], t_bare * overlaps[0, 1]
assert abs(t_like - t) < 1e-9


def valley_ground(eps):
    H = np.zeros((4, 4), complex)
    H[:2, :2] = valley_block(0.0) + 0.5 * eps * np.eye(2)
    H[2:, 2:] = valley_block(phase) - 0.5 * eps * np.eye(2)
    H[:2, 2:] = H[2:, :2] = t_bare * np.eye(2)
    return np.linalg.eigvalsh(H)[0]


factor_valley = to_aF(-second_derivative(valley_ground, 0.0)) / C_diag
assert abs(factor_valley - 1) < 0.03

product = factor_T * factor_f * factor_A * factor_noise * factor_valley

print(f"tunnel coupling t = {t:.1f} micro-eV")
print(f"differential lever arm = {alpha:.2f}")
print(f"gap at zero detuning = {energies[1]-energies[0]:.2f} micro-eV")
print(f"gap as frequency = {gap/h_GHz:.2f} GHz")
print(f"gap as temperature = {gap/kB*1e3:.0f} mK")
print(f"elementary charge = {e_aC:.6f} aC")
print(f"C_q in charges per volt = {C_formula/e_aC:.1f} e/V")
print(f"C_q, formula = {C_formula:.3f} aF")
print(f"C_q, level curvature = {C_diag:.3f} aF")
print(f"C_q, perturbation theory = {C_perturbation:.3f} aF")
print(f"C_q, network gate charge = {C_network:.3f} aF")
print(f"C of excited state = {C_excited:.3f} aF")
print(f"C_q if t were the full gap = {2*C_formula:.2f} aF")
print(f"transition matrix element = {matrix_element:.3f}")
print(f"gate-dot capacitors L, R = {C_gate[0]:.1f}, {C_gate[1]:.1f} aF")
print(f"dot-ground capacitors L, R = {C_ground[0]:.1f}, "
      f"{C_ground[1]:.1f} aF")
print(f"interdot capacitor = {C_mutual:.1f} aF")
levers = np.linalg.solve(C_matrix, C_gate)
print(f"lever arms L, R = {levers[0]:.3f}, {levers[1]:.3f}")
print(f"lever arm from energy = {lever_energy:.5f}")
print(f"lever arm from gate charge = {lever_charge:.5f}")
print(f"geometric capacitance = {C_geo:.3f} aF")
print(f"total gate capacitance = {C_total:.3f} aF")
print(f"interdot charging energy = {E_mutual:.2f} meV")
print(f"peak full width in detuning = {width:.2f} micro-eV")
print(f"peak full width in gate voltage = {width/alpha:.1f} microvolt")
print(f"area under peak = {area:.5f} e")
print(f"temperature = {T*1e3:.0f} mK")
print(f"thermal energy = {kB*T:.3f} micro-eV")
print(f"thermal factor = {factor_T:.4f}")
print(f"thermal factor at 100 mK = {factor_100mK:.4f}")
print(f"probe frequency = {f_GHz:.2f} GHz")
print(f"probe quantum / gap = {ratio:.4f}")
print(f"frequency factor = {factor_f:.4f}")
print(f"probe amplitude = {V_probe:.0f} microvolt")
print(f"probe detuning amplitude = {eps_probe:.1f} micro-eV")
print(f"amplitude factor = {factor_A:.4f}")
print(f"rms detuning noise = {sigma:.1f} micro-eV")
print(f"noise factor = {factor_noise:.4f}")
print(f"valley splitting = {E_valley:.0f} micro-eV")
print(f"valley phase difference = {np.degrees(phase):.0f} degrees")
print(f"coupling of unlike valleys = {t_unlike:.2f} micro-eV")
print(f"valley factor = {factor_valley:.4f}")
print(f"product of factors (rough) = {product:.3f}")
print(f"C_q with all factors (rough) = {C_formula*product:.1f} aF")
print("all good")
```

Running it gives:

```
tunnel coupling t = 10.0 micro-eV
differential lever arm = 0.10
gap at zero detuning = 20.00 micro-eV
gap as frequency = 4.84 GHz
gap as temperature = 232 mK
elementary charge = 0.160218 aC
C_q in charges per volt = 250.0 e/V
C_q, formula = 40.054 aF
C_q, level curvature = 40.054 aF
C_q, perturbation theory = 40.054 aF
C_q, network gate charge = 40.054 aF
C of excited state = -40.054 aF
C_q if t were the full gap = 80.11 aF
transition matrix element = 0.500
gate-dot capacitors L, R = 1.0, 2.2 aF
dot-ground capacitors L, R = 7.0, 5.8 aF
interdot capacitor = 2.0 aF
lever arms L, R = 0.150, 0.250
lever arm from energy = 0.10000
lever arm from gate charge = 0.10000
geometric capacitance = 2.500 aF
total gate capacitance = 42.554 aF
interdot charging energy = 3.34 meV
peak full width in detuning = 30.66 micro-eV
peak full width in gate voltage = 306.6 microvolt
area under peak = 0.10000 e
temperature = 50 mK
thermal energy = 4.309 micro-eV
thermal factor = 0.9809
thermal factor at 100 mK = 0.8212
probe frequency = 0.50 GHz
probe quantum / gap = 0.1034
frequency factor = 1.0108
probe amplitude = 50 microvolt
probe detuning amplitude = 5.0 micro-eV
amplitude factor = 0.9774
rms detuning noise = 5.0 micro-eV
noise factor = 0.9227
valley splitting = 200 micro-eV
valley phase difference = 90 degrees
coupling of unlike valleys = 10.00 micro-eV
valley factor = 0.9959
product of factors (rough) = 0.891
C_q with all factors (rough) = 35.7 aF
all good
```
